# Atomisation Energy of Triplet Oxygen: Unrestricted Hartree-Fock against CCSD(T)

**Setting.** Splitting an oxygen molecule costs energy, and that cost enters any energy balance for oxidation in which O$_2$ ends as two separate atoms. This question finds how much of it a mean-field theory captures.

The nuclei are clamped at a separation of 0.121 nm, relativity is neglected, and the 1s electrons are left uncorrelated. In Rydberg units, with lengths in bohr,

$$H=-\sum_i\nabla_i^2-\sum_{i,A}\frac{2Z_A}{r_{iA}}+\sum_{i<j}\frac{2}{r_{ij}}+E_{nn},$$

where $E_{nn}$ is the nuclear repulsion. The atomisation energy is $D=2E(\mathrm O)-E(\mathrm O_2)$, positive for a bound molecule. Atom and molecule are both triplets. Orbitals are real, $i,j,k,m$ label occupied spin orbitals and $a,b,c,e$ empty ones. The main basis is cc-pVTZ, with functions up to f and 60 functions for O$_2$; the smaller cc-pVDZ has 28. Use 1 Ry = 13.6057 eV.

## (a) The mean-field energy

*Derive the energy of a single determinant with different orbitals for the two spins. The optimised (UHF) energies are $-149.62351$ Ry for O and $-299.34945$ Ry for O$_2$. Find $D_{\rm UHF}$. Is it a bound on the true $D$?*

**Answer.** Let $\Phi=(N!)^{-1/2}\sum_P(-1)^P P\,\phi_1(1)\cdots\phi_N(N)$ with orthonormal spin orbitals. In $\langle\Phi|H|\Phi\rangle$ a one-electron operator leaves $N-1$ overlaps, so only identical orderings on the two sides survive. They give $\sum_i h_{ii}$, where $h$ is the kinetic energy plus nuclear attraction.

A two-electron operator leaves $N-2$ overlaps. Two orderings survive: the identical one, and the one with the two electrons exchanged, which carries a minus sign. The exchanged term contains the spin overlap of $\phi_i$ and $\phi_j$ and vanishes for opposite spins. Hence

$$E_{\rm UHF}=\sum_i h_{ii}+\tfrac12\sum_{ij}\left(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij}\right)+E_{nn},$$

$$J_{ij}=(ii|jj),\qquad K_{ij}=(ij|ij),$$

$$(pq|rs)=\iint \phi_p(1)\phi_q(1)\,\frac{2}{r_{12}}\,\phi_r(2)\phi_s(2)\,d^3r_1d^3r_2 .$$

The factor ½ corrects for counting each pair twice. The terms $i=j$ may be kept because $J_{ii}=K_{ii}$.

The atom has 5 up and 3 down electrons, the molecule 9 and 7. From the energies,

$$D_{\rm UHF}=2(-149.62351)+299.34945=0.10243\ \text{Ry}=1.394\ \text{eV}.$$

Each UHF energy is an expectation value of $H$, so each lies above the true ground-state energy of this $H$. Their difference is not bounded: $2E(\mathrm O)$ is too high, which raises $D$, and $E(\mathrm O_2)$ is too high, which lowers it. The sign of the error depends on which excess is larger.

UHF finds stationary points, so a lower solution might exist. In cc-pVDZ, a search along orbital rotations that keep the orbitals real and the spin counts fixed lowered neither energy by more than about $3\times10^{-11}$ eV.

## (b) Spin purity

*The UHF values of $\langle S^2\rangle$ are 2.0072 for O and 2.0428 for O$_2$. How much of each wavefunction can have the wrong spin?*

**Answer.** The determinant has $M_S=(N_\uparrow-N_\downarrow)/2=1$, so it contains only components with $S\ge1$. Let $w_S$ be their weights, with $\sum_S w_S=1$. A triplet has $S(S+1)=2$, a quintet 6, and higher spins more. Therefore

$$\langle S^2\rangle-2=\sum_{S\ge2}w_S\,[S(S+1)-2]\;\ge\;4\sum_{S\ge2}w_S .$$

The contaminating weight is at most $0.0072/4=0.0018$ in the atom and $0.0428/4=0.0107$ in the molecule. Both functions are nearly pure triplets. A small weight does not by itself bound the energy error.

## (c) The missing binding

*In the same basis CCSD(T) gives $-149.94792$ Ry for O and $-300.25806$ Ry for O$_2$. Split $D$ into mean-field and correlation parts and find the fraction that UHF recovers.*

**Answer.** Write $E=E_{\rm UHF}+E_c$ for each species, which defines the correlation energy $E_c$. Then

$$D=D_{\rm UHF}+D_c,\qquad D_c=2E_c(\mathrm O)-E_c(\mathrm O_2).$$

The correlation energies are

$$E_c(\mathrm O)=-149.94792+149.62351=-0.32441\ \text{Ry},$$

$$E_c(\mathrm O_2)=-300.25806+299.34945=-0.90861\ \text{Ry}.$$

The molecule has more correlation energy than two atoms together:

$$D_c=-0.64882+0.90861=0.25979\ \text{Ry}=3.53\ \text{eV}.$$

The sum is $D=0.36222$ Ry $=4.93$ eV, and

$$\frac{D_{\rm UHF}}{D}=\frac{1.394}{4.928}=0.283 .$$

UHF recovers 28%, somewhat more than a quarter. The correlation energy of O$_2$ is only 0.3% of its total energy, but the whole binding energy is 0.12% of that total. A small relative error in the total can therefore remove most of the bond energy.

## (d) Which electron pairs supply it

*Derive the second-order correlation energy and separate it by spin. In cc-pVDZ the same-spin and opposite-spin terms contribute 1.466 and 2.381 eV to $D$. Interpret this.*

**Answer.** Take the sum of Fock operators as the unperturbed Hamiltonian and let $U$ be the remainder. Second-order perturbation theory gives $\sum_n|\langle n|U|\Phi\rangle|^2/(E_0-E_n)$. Singly excited determinants drop out, because the UHF condition makes their coupling to $\Phi$ zero. Triple and higher excitations drop out because $H$ moves at most two electrons. For a double excitation $ij\to ab$ the coupling is

$$\langle ij||ab\rangle=(ia|jb)-(ib|ja),$$

where an integral is zero unless the two orbitals sharing an electron have the same spin. The denominator is $\Delta=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0$. Free sums over $i,j$ and $a,b$ count each excitation four times, so

$$E^{(2)}=\tfrac14\sum_{ijab}\frac{\langle ij||ab\rangle^2}{\Delta}.$$

If all four spins are equal, both integrals survive:

$$E^{(2)}_{\rm same}=\tfrac14\sum_{\sigma}\sum_{ijab\in\sigma}\frac{[(ia|jb)-(ib|ja)]^2}{\Delta}.$$

If $i$ and $j$ have opposite spins, one integral survives. There are two ways to assign spins to $i,j$ and two for $a,b$. These four equal contributions cancel the ¼:

$$E^{(2)}_{\rm opp}=\sum_{i,a\,\uparrow}\;\sum_{j,b\,\downarrow}\frac{(ia|jb)^2}{\Delta}.$$

The binding contributions add to $1.466+2.381=3.847$ eV, of which 62% comes from opposite spins. Pair counting gives a scale. An atom has $4\times2=8$ opposite-spin valence pairs and $6+1=7$ same-spin pairs. The molecule has $7\times5=35$ and $21+10=31$. Forming the molecule adds $35-16=19$ opposite-spin and $31-14=17$ same-spin pairs, so a count alone would give the opposite spins 53%.

The larger computed share agrees with a property of the determinant. For two electrons of equal spin it vanishes when they meet, so exchange already keeps them apart. For opposite spins it has no such zero, and more is left for correlation to do. This is only a partial reading of the numbers. The same property acts more strongly in the total energies: in cc-pVDZ opposite spins supply 75% of the second-order energy of the atom and 69% of that of the molecule. At 62%, the binding is therefore relatively richer in same-spin correlation than either total. $D_c$ also contains changes in the pairs that were already there before the bond formed.

Second order is a diagnostic here, not the answer. In cc-pVTZ it gives $D_c=4.05$ eV against 3.53 eV from CCSD(T), an excess of 15% relative to the latter.

## (e) Coupled cluster and the triples

*State how CCSD(T) obtains $E_c$, and show that it is additive for two separated atoms. In cc-pVTZ, CCSD supplies 3.206 eV of $D_c$ and (T) supplies 0.328 eV. How far can the method be trusted?*

**Answer.** CCSD writes $\Psi=e^{T}\Phi$ with $T=T_1+T_2$. Here $T_1$ makes single excitations with amplitudes $t_i^a$, and $T_2$ makes double excitations with antisymmetric amplitudes $t_{ij}^{ab}$. The amplitudes follow from requiring that $e^{-T}He^{T}\Phi$ have no component on any singly or doubly excited determinant. Its component on $\Phi$ is the energy. Since $H$ couples $\Phi$ to at most double excitations, and singles do not couple directly,

$$E_c^{\rm CCSD}=\tfrac14\sum_{ijab}\langle ij||ab\rangle\left(t_{ij}^{ab}+t_i^at_j^b-t_i^bt_j^a\right).$$

The last two terms come from $T_1^2/2$. For two electrons, $e^{T}\Phi$ can represent any state in the basis that overlaps $\Phi$, so CCSD is then exact within the basis. With more electrons, connected triple excitations are missing.

Their leading amplitude is $t_{ijk}^{abc}=W/\Delta_3$, with $\Delta_3=\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c$. Here $W$ is the coupling of the doubles to the triple:

$$W=P\Big[\sum_e t_{jk}^{ae}\langle ei||bc\rangle-\sum_m t_{im}^{bc}\langle ma||jk\rangle\Big].$$

The operator $P=P(i/jk)P(a/bc)$ antisymmetrises, with $P(i/jk)f(ijk)=f(ijk)-f(jik)-f(kji)$ and likewise for $a,b,c$. As in part (d), a coupling $W$ changes the energy by $W^2/\Delta_3$ per distinct triple, which is negative because $\Delta_3<0$. The triple also couples to the singles through $V=P\,[t_i^a\langle jk||bc\rangle]$, which adds $V\,t_{ijk}^{abc}=VW/\Delta_3$. Free sums count each triple $3!\times3!=36$ times, so

$$E_{(T)}=\frac1{36}\sum_{ijkabc}\frac{W(W+V)}{\Delta_3}.$$

The (T) method is defined by keeping these two terms. This sum, coded directly, agreed with an independent implementation to $2.5\times10^{-8}$ eV for O$_2$ in the 6-31G basis.

*Additivity.* For distant atoms A and B, use orbitals localised on each. Then $H=H_A+H_B$, and $T=T_A+T_B$ solves the amplitude equations, since $e^{-T}He^{T}$ splits into an A part and a B part. The CCSD energy is the sum of the two. In $W$, the summed index $e$ or $m$ ties an amplitude to an integral. Neither connects different atoms, so $W=0$ unless all six indices lie on one atom. $V$ can be non-zero for a mixed triple, but it is multiplied by $W$. Hence (T) is additive too, and $2E(\mathrm O)$ is the correct reference. For two atoms 10 nm apart with all four unpaired spins parallel, in 6-31G, the energy differed from twice the atomic one by about $10^{-10}$ eV in UHF and $7\times10^{-9}$ eV in CCSD(T).

*Accuracy.* Full configuration interaction diagonalises $H$ among all determinants of a chosen orbital set. It is affordable here in small sets taken from 6-31G. The coupled-cluster energies lie above it by:

- O, 6 electrons in 8 orbitals: 0.012 eV for CCSD, 0.003 eV for CCSD(T);
- O$_2$, 8 electrons in 10 orbitals, 2s electrons also uncorrelated: 0.067 eV for CCSD, 0.031 eV for CCSD(T).

The triples reduce the error in both cases. What remains in these sets is at most about 0.03 eV, small beside $D_c=3.53$ eV. The two orbital sets are not equivalent, so these errors cannot be combined into a correction to $D$, and larger sets may behave somewhat differently.

Without (T), $D$ would be $1.394+3.206=4.60$ eV, and UHF would appear to recover 30%. The formula also shows one way the method can fail. If occupied and empty levels lie close together, $\Delta_3$ is small and a perturbative treatment of the triples is no longer justified.

## (f) The finite basis

*Assume that $D_c$ approaches its limit as $X^{-3}$, with $X=2$ for cc-pVDZ and $X=3$ for cc-pVTZ. The cc-pVDZ values are $D_{\rm UHF}=1.169$ eV and $D_c=3.344$ eV. Estimate the remainder and its effect on the fraction.*

**Answer.** With $D_c(X)=D_c(\infty)+A/X^3$,

$$D_c(3)-D_c(2)=A\left(\tfrac1{27}-\tfrac18\right)=-\tfrac{19}{216}A .$$

The part still missing at $X=3$ is

$$D_c(\infty)-D_c(3)=-\frac{A}{27}=\frac{216}{19\times27}\,[D_c(3)-D_c(2)]=\frac{8}{19}\,[D_c(3)-D_c(2)] .$$

This gives $(8/19)(3.534-3.344)=0.080$ eV, so $D\approx5.01$ eV and the fraction becomes 0.278.

The law is rough at such small $X$. It can be tested on the second-order energy of the atom, where cc-pVQZ ($X=4$) is affordable. The predicted gain from $X=3$ to 4 is

$$\frac{1/27-1/64}{1/8-1/27}=\frac{37}{152}=0.243$$

times the gain from 2 to 3. This is only 0.69 of the gain actually computed. The binding is a small difference between such energies and follows the law less well still. With density-fitted integrals, the second-order $D_c$ is 4.05, 4.17 and 4.22 eV for $X=3,4,5$. The law fitted to $X=2,3$ predicts only 0.42 of the gain from 3 to 4. Extrapolation from $X=4,5$ puts the second-order remainder beyond $X=3$ near 0.22 eV, about 2.5 times the 0.085 eV that the factor $8/19$ gives. The value 0.080 eV is therefore probably too small by a similar factor.

The mean-field part also moves, by $1.394-1.169=0.225$ eV between the two bases, and it rises by a further 0.04 eV or so from cc-pVTZ to cc-pV5Z. In cc-pVDZ the fraction is $1.169/4.514=0.259$. "Roughly a quarter" therefore describes both bases, although even the second digit of the fraction differs between them. With both larger remainders included the fraction stays near 0.28.

## (g) From clamped nuclei to a furnace

*A parabola through a three-point CCSD(T)/cc-pVDZ scan with steps of 0.003 nm has its minimum at 0.1217 nm and gives a relaxation energy of 0.0019 eV and a vibrational quantum $\hbar\omega=0.2016$ eV. The spin-orbit constant of the oxygen 2p shell, computed with the bare nuclear charge, is $\zeta=0.0264$ eV. Estimate the dissociation energy $D_0$ from the lowest level, and the atomisation enthalpy at 1273 K.*

**Answer.** Near the chosen length $R_0$, let $E=E_0+g(R-R_0)+\tfrac12\kappa(R-R_0)^2$. With step $h$ and energies $E_\pm$ at $R_0\pm h$,

$$g=\frac{E_+-E_-}{2h},\qquad \kappa=\frac{E_++E_--2E_0}{h^2}.$$

The minimum of this parabola lies at $R_0-g/\kappa$ and is lower by $g^2/2\kappa$. This relaxation stabilises the molecule and raises $D$ by about 0.002 eV. The bond is not exactly harmonic, and with steps this wide its cubic term also enters $g$, so the relaxation energy is only an estimate of a very small term. With reduced mass $\mu$, $\omega=\sqrt{\kappa/\mu}$, and the harmonic zero-point energy $\hbar\omega/2=0.101$ eV lowers $D$. The curvature is taken at $R_0$, slightly inside the minimum, where the bond is stiffer, so this $\omega$ is somewhat too high. A quartic through five points with steps of 0.002 nm puts the minimum at 0.1216 nm, the relaxation at 0.0014 eV and $\hbar\omega$ at the minimum at 0.197 eV. These changes move $D_0$ by only about 0.002 eV.

*Spin-orbit coupling.* In Rydberg units the coupling of a 2p electron is $\zeta\,\boldsymbol l\cdot\boldsymbol s$, with $\zeta=\alpha^2Z\langle r^{-3}\rangle$ for an unscreened nucleus and $\alpha$ the fine-structure constant. The state of $p^4$ with $L=S=1$ and greatest $M_J=2$ is one determinant: three up electrons with $m=1,0,-1$ and one down electron with $m=1$. In first order its energy is

$$\zeta\sum m\,m_s=\zeta\left[\tfrac12(1+0-1)-\tfrac12\right]=-\tfrac{\zeta}{2}.$$

Two atoms are lowered by $\zeta=0.026$ eV in total, which lowers $D$. Screening by the other electrons reduces $\zeta$, so this is an overestimate. The molecular ground state has no orbital angular momentum about its axis and no first-order shift of this kind. Collecting terms,

$$D_0\approx4.928+0.080+0.002-0.026-0.101=4.88\ \text{eV}.$$

*Enthalpy.* As ideal gases, two atoms have thermal enthalpy $2\times\tfrac52kT=5kT$. The molecule has $\tfrac32kT$ from translation, $kT$ from rotation, $kT$ from $pV$, and the vibrational energy above the zero point. Thus

$$\Delta H(T)-D_0=\tfrac32kT-\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}.$$

At 1273 K, $kT=0.1097$ eV and $\hbar\omega/kT=1.838$. The result is $0.1645-0.0382=0.126$ eV, so $\Delta H\approx5.01$ eV. Explicit sums over rotational and vibrational levels agree with the formula within 0.001 eV. For $kT\ll\hbar\omega$, with rotation still classical, the correction tends to $\tfrac32kT$. For $kT\gg\hbar\omega$ it tends to $\tfrac12(kT+\hbar\omega)$ within the harmonic model. Excited electronic levels of atom and molecule are ignored. For the atom this has a small effect: $kT$ is well above the spin-orbit splittings, so all the fine-structure levels are populated and most of the 0.026 eV lowering is regained. Including this would raise $\Delta H$ by about 0.02 eV.

*The real case.* The clamped bond length is within 0.001 nm of the minimum found by the scan. The measured $D_0$ is about 5.12 eV, 0.24 eV above the estimate found here. Zero-point motion changes the energy by $-0.10$ eV and the thermal terms at 1273 K by $+0.13$ eV, so the two nearly cancel at this temperature. Correlation of the 1s electrons and scalar relativity are left out and have not been sized. The basis remainder is probably underestimated, and that of the mean-field part is left out. The larger remainders of part (f) would add about 0.17 eV, most of that gap. $D_0$ and $\Delta H$ as given are too low by roughly a quarter of an eV, and even their first decimals are not reliable.

## (h) Consequence for adsorption

*A calculation takes the binding energy $B>0$ of one oxygen atom to a surface from an accurate source, but $D$ from UHF. What happens to the energy of dissociative adsorption? Does $D$ determine sticking?*

**Answer.** Break the molecule, at cost $D$, then bind two well-separated atoms, gaining $2B$:

$$E_{\rm ads}=D-2B .$$

With $B$ held fixed, replacing 4.93 eV by 1.39 eV makes adsorption appear too exothermic by 3.5 eV per molecule. If $B$ also came from UHF, its own error would enter twice, and the total error cannot be inferred from the gas-phase result.

$D$ does not determine a sticking probability. It fixes the energy difference between two end states. Sticking depends on the path between them: any barrier, the loss of the molecule's kinetic energy to the surface, and, where the final state has a different total spin from the arriving triplet, the rate at which the spin can change. None of these appears in $2E(\mathrm O)-E(\mathrm O_2)$.

## Computed values

```
Bond length used: 0.1210 nm
Basis functions for O2, cc-pVDZ: 28
Basis functions for O2, cc-pVTZ: 60
UHF energy of O, TZ: -149.62351 Ry
UHF energy of O2, TZ: -299.34945 Ry
CCSD(T) energy of O, TZ: -149.94792 Ry
CCSD(T) energy of O2, TZ: -300.25806 Ry
<S^2> of UHF O, TZ: 2.0072
<S^2> of UHF O2, TZ: 2.0428
UHF atomisation energy, DZ: 1.169 eV
MP2 correlation part of binding, DZ: 3.847 eV
CCSD correlation part of binding, DZ: 3.119 eV
(T) part of binding, DZ: 0.225 eV
CCSD(T) atomisation energy, DZ: 4.514 eV
UHF atomisation energy, TZ: 1.394 eV
MP2 correlation part of binding, TZ: 4.051 eV
CCSD correlation part of binding, TZ: 3.206 eV
(T) part of binding, TZ: 0.328 eV
CCSD(T) atomisation energy, TZ: 4.928 eV
UHF fraction of CCSD(T) binding, TZ: 0.283
Estimated basis remainder beyond TZ, rough: 0.080 eV
UHF fraction with basis remainder added: 0.278
Same-spin MP2 binding, DZ: 1.466 eV
Opposite-spin MP2 binding, DZ: 2.381 eV
Opposite-spin share, DZ: 0.619
Test: inverse-cube gain over actual gain, O at QZ: 0.694
Test: triples sum minus library: 2.5e-08 eV
Test: O, CCSD minus full CI: 0.0117 eV
Test: O, CCSD(T) minus full CI: 0.0026 eV
Test: O2, CCSD minus full CI: 0.0666 eV
Test: O2, CCSD(T) minus full CI: 0.0310 eV
Test: distant pair, UHF error: 1.2e-10 eV
Test: distant pair, CCSD(T) error: 6.6e-09 eV
Test: largest drop in stability search: 3.2e-11 eV
Bond length from DZ scan: 0.1217 nm
Neglected: bond relaxation: 0.0019 eV
Vibrational quantum, DZ scan: 0.2016 eV
Neglected: zero-point energy (lowers D): 0.1008 eV
Neglected: spin-orbit, overestimated change of D: -0.0264 eV
Estimated D0 with all these changes: 4.88 eV
Furnace temperature: 1273 K
Thermal change from D0 to enthalpy: 0.126 eV
```
